# Bulge-Test Relation for a Long Rectangular Membrane

A copper film 1 µm thick, stretched over a window 2.4 mm wide, rises 37.5 µm under a pressure of 10 kPa. The stress already in the film carries 5.21 kPa of this load. The stress created by stretching carries the other 4.79 kPa, although the film has stretched by only 0.065 %. This appendix derives the relation behind that division,

$$
p=\frac{2\sigma_0 t}{a^2}\,h+\frac{4Mt}{3a^4}\,h^3,\qquad M=\frac{E}{1-\nu^2}, \tag{1}
$$

and states how it is used and where it fails.

## 1. Conventions and assumptions

The window has width $2a$ along $x$ and length $2b$ along $y$, with $b\gg a$. The film has thickness $t$, Young modulus $E$ and Poisson ratio $\nu$. The pressure difference $p>0$ pushes it upward, and $h$ is the rise of its mid-line above the flat state. The dimensionless rise is $u=h/a$.

The frame is rigid, the film is linear elastic, and every cross-section far from the short ends has the same shape. Bending stiffness is ignored until Section 6. Before loading, the film is flat and has a transverse tension $\sigma_0>0$. Without bending stiffness a film in compression has no stable flat state, so the derivation does not cover $\sigma_0<0$.

Strain $\varepsilon$ is the change of length divided by the length in the flat, stressed state. Stress $\sigma$ is the tension $N$ per unit length along $y$, divided by the flat-state thickness, so $N=\sigma t$. This choice matters for small corrections, of relative size $\sigma_0/M$ or of the order of the strain, but not for (1) itself.

## 2. Why the plane-strain modulus appears

The long film cannot stretch along $y$, and its faces carry negligible stress compared with the in-plane stresses. For the stress changes $\delta\sigma_x,\delta\sigma_y$ caused by the pressure, Hooke's law gives

$$
0=\varepsilon_y=\frac{\delta\sigma_y-\nu\,\delta\sigma_x}{E}
\quad\Rightarrow\quad \delta\sigma_y=\nu\,\delta\sigma_x .
$$

Inserting this in the transverse strain,

$$
\varepsilon=\frac{\delta\sigma_x-\nu\,\delta\sigma_y}{E}
=\frac{1-\nu^2}{E}\,\delta\sigma_x
\quad\Rightarrow\quad \sigma=\sigma_0+M\varepsilon. \tag{2}
$$

The blocked contraction along $y$ makes the film stiffer than a free strip, for which $E$ would replace $M$.

## 3. Why the section is a circular arc

Let $s$ be arc length and $\varphi$ the angle of the tangent above the $x$ axis. The unit tangent and upward normal are

$$
\mathbf T=(\cos\varphi,\sin\varphi),\qquad
\mathbf n=(-\sin\varphi,\cos\varphi),\qquad
\frac{d\mathbf T}{ds}=\frac{d\varphi}{ds}\,\mathbf n .
$$

The forces on a short element are the difference of tension at its ends and the pressure, which acts along $\mathbf n$:

$$
\frac{d(N\mathbf T)}{ds}+p\,\mathbf n
=\frac{dN}{ds}\,\mathbf T+\left(N\frac{d\varphi}{ds}+p\right)\mathbf n=0 .
$$

Both components must vanish. The first shows that $N$ is uniform. The second gives $d\varphi/ds=-p/N$, a constant, so the section is an arc of radius

$$
R=\frac{N}{p}=\frac{\sigma t}{p}. \tag{3}
$$

## 4. Geometry and the closed relation

The centre of the circle lies a distance $R-h$ below the frame plane. Since the circle passes through the edge $x=a$,

$$
a^2+(R-h)^2=R^2\quad\Rightarrow\quad R=\frac{a^2+h^2}{2h}.
$$

Define

$$
k=\frac aR=\frac{2u}{1+u^2}. \tag{4}
$$

The slope angle at the edge has magnitude $\varphi_a$, with $\sin\varphi_a=k$. For $h\le a$, half the arc has length $R\arcsin k$; it was $a$ when flat. Therefore

$$
\varepsilon=\frac{R\arcsin k}{a}-1=\frac{\arcsin k}{k}-1. \tag{5}
$$

From (3), $pa/t=\sigma a/R=\sigma k$. With (2) and (5),

$$
\boxed{\frac{pa}{t}=\sigma_0 k+M(\arcsin k-k)} \tag{6}
$$

This arc relation needs no small-slope approximation, though it keeps the linear law (2).

## 5. Expansion to the working formula

Because $\sin(2\arctan u)=2u/(1+u^2)$, we have $\arcsin k=2\arctan u$ for $u\le1$. The strain becomes

$$
\varepsilon=(1+u^2)\frac{\arctan u}{u}-1
=(1+u^2)\left(1-\frac{u^2}{3}+\frac{u^4}{5}-\dots\right)-1
=\frac{2u^2}{3}-\frac{2u^4}{15}+\dots
$$

The coefficients are $1-\frac13=\frac23$ and $\frac15-\frac13=-\frac2{15}$. Also $k=2u-2u^3+2u^5-\dots$, so

$$
k\varepsilon=\frac43u^3-\left(\frac4{15}+\frac43\right)u^5+\dots
=\frac43u^3-\frac85u^5+\dots
$$

Since $pa/t=\sigma_0k+Mk\varepsilon$,

$$
\frac{pa}{t}=2\sigma_0u+\left(\frac43M-2\sigma_0\right)u^3
+\left(2\sigma_0-\frac85M\right)u^5+\dots \tag{7}
$$

Equation (1) keeps the leading term in $\sigma_0$ and the leading term in $M$. It is not the full cubic expansion: the term $-2\sigma_0u^3$ has been dropped. For the pressure, $u^2\ll1$ is enough to justify this, because the two kept terms carry relative corrections $-u^2$ and $-6u^2/5$. A modulus fitted with (1) also needs $3\sigma_0/(2M)\ll1$, as in a stiff metal film, because the dropped term has the same power of $u$ as the modulus term. The coefficient $-2\sigma_0$ belongs to the stress and strain measures of Section 1; another choice would shift it by an amount of order $\sigma_0$, and the fifth-order coefficient by an amount of order $M$.

The two terms have different origins. A stress that is already present needs only curvature, proportional to $h$, to oppose the pressure. The added stress is proportional to $h^2$, and it too acts through the curvature, which gives $h^3$.

**Limits.** At small load, $h=pa^2/(2\sigma_0t)$ and the modulus drops out. At large load, while $u$ is still small, $h=[3pa^4/(4Mt)]^{1/3}$ and the residual stress drops out. The copper film of Section 8 would yield before reaching this second limit: when the added stress is $4\sigma_0$, the formula still gives $h$ about 8 % too large, yet the transverse stress would already be 500 MPa, twice the yield stress assumed there. The two terms of (1) are equal when

$$
u_\ast^2=\frac{3\sigma_0}{2M}. \tag{8}
$$

**Deflection from pressure.** Equation (1) can be written $u^3+3c^2u=d$, with $c^2=\sigma_0/(2M)$ and $d=3pa/(4Mt)$. Put $u=2c\sinh\theta$. The left side becomes $2c^3(4\sinh^3\theta+3\sinh\theta)=2c^3\sinh3\theta$, so

$$
h=2ac\,\sinh\!\left[\frac13\operatorname{arsinh}\frac{d}{2c^3}\right]. \tag{9}
$$

The left side of the cubic rises steadily with $u$, so this is its one real root.

**Material data from measurements.** Dividing (1) by $h$ gives a straight line in $h^2$, $p/h=A+Bh^2$, with

$$
\sigma_0=\frac{Aa^2}{2t},\qquad M=\frac{3Ba^4}{4t}. \tag{10}
$$

For the same data, a half-width entered 1 % too large raises $\sigma_0$ by about 2 % and $M$ by about 4 %. A thickness entered 1 % too large lowers both by about 1 %. If all deflections are read 1 % too large, $A$ falls by about 1 % and $B$ by about 3 %. An error in the zero of $h$ is different in kind: it bends the line, most strongly at small $h$, where it is the largest fraction of the reading.

## 6. Bending at the clamped edge

An arc meets the frame at an angle, but a clamped film must leave it flat. Bending stiffness resolves this conflict in a narrow layer. For small slopes the deflection $w(x)$ obeys

$$
Dw''''-Nw''=p,\qquad D=\frac{Mt^3}{12}.
$$

Integrate once from the centre, where symmetry makes $w'$ and $w'''$ vanish. The slope $g=w'$ then satisfies $Dg''-Ng=px$. With $g(0)=g(a)=0$ and $\ell=\sqrt{D/N}=t\sqrt{M/(12\sigma)}$,

$$
g=-\frac pN\left[x-a\,\frac{\sinh(x/\ell)}{\sinh(a/\ell)}\right].
$$

The central deflection is

$$
h=-\int_0^a g\,dx=\frac{pa^2}{2N}\left[1-\frac{2\ell}{a}\tanh\frac{a}{2\ell}\right]
\approx\frac{pa^2}{2N}\left(1-\frac{2\ell}{a}\right), \tag{11}
$$

where the last form needs $\ell\ll a$. The edge curvature is $g'(a)\approx(pa/N\ell)(1-\ell/a)$. The surface bending stress is $Mt/2$ times this curvature, and $Mt/(2\ell)=\sqrt{3M\sigma}$, so

$$
\sigma_{\rm b}\approx\frac{pa}{N}\sqrt{3M\sigma}\left(1-\frac{\ell}{a}\right). \tag{12}
$$

A thinner film does not remove this stress: at fixed $\sigma$ and fixed edge slope $pa/N$, the leading part of (12) does not contain $t$.

## 7. Finite length

At small load, and with equal tension $N$ in both directions, the film obeys $N\nabla^2w=-p$. The long-film parabola must be corrected so that $w=0$ at $y=\pm b$. The slowest-decaying correction is proportional to $\cos(\pi x/2a)\cosh(\pi y/2a)$. Its size at the ends is set by the first Fourier coefficient of $1-(x/a)^2$. With $\xi=x/a$, two integrations by parts give

$$
\int_{-1}^{1}(1-\xi^2)\cos\frac{\pi\xi}{2}\,d\xi=\frac{4}{(\pi/2)^3}=\frac{32}{\pi^3}.
$$

The relative loss of central deflection is therefore about

$$
\frac{32}{\pi^3\cosh(\pi b/2a)}. \tag{13}
$$

## 8. Worked example: copper on a silicon frame

The inputs are rough values for a copper interconnect film: $E=125$ GPa, $\nu=0.34$, $\sigma_0=100$ MPa and $t=1$ µm. The window has $a=1200$ µm and $b=5000$ µm. Then $M=125/(1-0.34^2)=141.3$ GPa.

At 10 kPa, (9) has $c=0.0188$ and $d=6.37\times10^{-5}$, which gives $u=0.03125$ and $h=37.5$ µm. The two pressure terms are

$$
\frac{2(10^8)(10^{-6})(37.5\times10^{-6})}{(1.2\times10^{-3})^2}=5.21\times10^3\ \text{Pa},
$$

$$
\frac{4(141.3\times10^9)(10^{-6})(37.5\times10^{-6})^3}{3(1.2\times10^{-3})^4}=4.79\times10^3\ \text{Pa}.
$$

The near-equal division follows from (8). Here $u_\ast^2=0.00106$, so the terms cross at $h\approx39$ µm, just above the computed deflection. The strain is small, $\frac23(0.03125)^2=0.0651\,\%$, but $M$ is about 1400 times $\sigma_0$. The added stress is therefore 92 MPa and the total transverse stress 192 MPa. The arc radius is 19.2 mm, and $\sigma t/R$ returns the applied 10 kPa to within 0.1 %.

**Accuracy of the formula.** The arc relation (6) gives 37.52 µm, against 37.50 µm from (1). A separate force balance on a chain of 60 elastic segments, which assumes neither an arc nor uniform tension, also gives 37.52 µm. The same calculation for a soft film with $M/\sigma_0=5$ and $u=0.100$ exposes the dropped term: (1) overestimates the pressure by 1.01 %, while the full cubic coefficient in (7) reduces the error to 0.03 %.

**Accuracy of the fit.** Deflections were generated from (6) at ten equally spaced pressures from 1 to 10 kPa and fitted with (10). The fit returns $\sigma_0=100.0$ MPa and $M=141.0$ GPa, a modulus about 0.2 % low. The dropped term $-2\sigma_0u^3$ accounts for 0.11 %, and the fifth-order term for most of the rest.

**Clamped edge.** With elastic bending included, the layer is 7.9 µm wide at full load. At fixed tension the deflection loss is 1.3 %. At fixed pressure it is smaller, 37.28 µm against the 37.50 µm of (1), which is the no-bending limit of this small-slope model, because a lower bulge stretches less and so has less tension. Fitting such clamped data with (10) gives $\sigma_0=101.9$ MPa and $M=142.0$ GPa. These small-slope data omit the arc corrections, so the modulus is to be compared with the input 141.3 GPa: the edge raises it by about 0.6 GPa. The data also assume an elastic edge at every pressure, which the next paragraph shows does not hold above 2.4 kPa. The shift in $\sigma_0$ can be estimated from (11): at small load $\sigma\approx\sigma_0$ gives $\ell=10.9$ µm, so $p/h$ is raised by about $2\ell/a=1.8\,\%$.

**Yielding.** In the long-film approximation the lengthwise stress is $100+0.34\times92=131$ MPa, if the residual stress is equal in both directions. The von Mises stress in the span is then 170 MPa, below an assumed yield stress of 250 MPa. The edge is different. Equation (12) gives a surface bending stress of about 560 MPa, and the elastic von Mises stress there is 654 MPa. In this model the edge surface first yields at 2.4 kPa, about a quarter of full load. The 654 MPa is thus a sign that the elastic edge model has failed, not a stress the film would reach. A yielded edge should resist rotation less than an elastic one, and it also lengthens permanently under the tension. Both effects raise the deflection above the elastic clamped value on first loading. Because of the lengthening, the pure-membrane value is not a strict upper bound. The size of these effects depends on how the film hardens and is not computed here.

**Finite length.** Equation (13) gives a loss of 0.30 % for $b/a=4.17$, and a finite-difference solution of the same small-load problem agrees. At full load the tensions in the two directions differ, and this estimate no longer strictly applies.

## 9. Comparison with real films

Micrometre-thick copper on millimetre-wide windows, with a residual tension of order 100 MPa, is a realistic case, but the inputs are rough and depend on deposition and annealing. The assumption of elastic isotropy has a large effect on the modulus term. With rough single-crystal constants (170, 120 and 75 GPa for $C_{11}$, $C_{12}$ and $C_{44}$), $M$ is 85 GPa for a (100) film strained along [100] and 175 GPa for a (111) film, against 141 GPa here. At fixed deflection the modulus term changes in proportion. Equation (1) still holds with the appropriate $M$, but $E$ cannot be extracted from it without knowing the texture.

Temperature also matters. If the film is elastically isotropic and stays elastic, and the silicon frame sets its in-plane size, heating changes the residual stress by

$$
-\frac{E}{1-\nu}(\alpha_{\rm Cu}-\alpha_{\rm Si})=-2.6\ \text{MPa/K},
$$

using expansion coefficients of 16.5 and 2.6 ppm/K. For this isotropic film, one kelvin of drift thus matters more to $\sigma_0$ than the elastic edge correction of 1.9 MPa. Texture changes the rate: the constants above give about 1.7 MPa/K for a (100) film and 3.6 MPa/K for a (111) film. The film's weight, 0.09 Pa, is negligible beside the pressures used.

## 10. Implementation notes

1. Use the half-width $a$, not the full width. Entering $2a$ for $a$ in (10) multiplies $\sigma_0$ by 4 and $M$ by 16.
2. Fit $p/h$ against $h^2$ over a range that includes deflections near $u_\ast a$, so that both terms contribute appreciably.
3. Compare the fitted parameters with a direct fit of (6) if $u^2$ or $3\sigma_0/(2M)$ is not small against the accuracy required.
4. Check the span stress $\sigma_0+\frac23Mu^2$, together with the lengthwise stress, against yield. Past yield in the span, the slope on first loading no longer measures $M$.
5. For bonded layers that share the same strain, tensions add. Replace $\sigma_0t$ by $\sum_i\sigma_{0i}t_i$ and $Mt$ by $\sum_iM_it_i$. The metal's share then follows by subtracting the contribution of the supporting layer, which can be measured separately.

The main computed values are in the numerical output that follows.

## Table of computed values

```
Young modulus E (rough): 125 GPa
Poisson ratio nu (rough): 0.34 (no unit)
plane-strain modulus M: 141.3 GPa
residual stress s0 (rough): 100 MPa
thickness t: 1 um
half-width a: 1200 um
half-length b: 5000 um
full pressure: 10 kPa
deflection h, cubic relation: 37.5 um
deflection h, arc relation: 37.52 um
h/a, cubic relation: 0.03125 (no unit)
residual-stress pressure term: 5.208 kPa
modulus pressure term: 4.792 kPa
arc radius R: 19.22 mm
added strain: 0.0651 %
transverse stress: 192 MPa
lengthwise stress: 131.3 MPa
von Mises stress in span: 170 MPa
yield stress (rough): 250 MPa
3*s0/(2*M), dropped cubic part: 0.106 %
chain, copper: h: 37.52 um
chain, soft case: M/s0: 5 (no unit)
chain, soft case: h/a: 0.1002 (no unit)
soft case pressure error, usual cubic: 1.01 %
soft case pressure error, full cubic: 0.0296 %
fit to arc data: s0: 100.02 MPa
fit to arc data: M: 141.02 GPa
fit to clamped data: s0: 101.85 MPa
fit to clamped data: M: 141.95 GPa
bending layer width at full pressure: 7.86 um
deflection with clamped bending: 37.28 um
deflection loss at fixed tension: 1.31 %
elastic edge bending stress: 562 MPa
elastic edge von Mises stress: 654 MPa
pressure at first edge yield: 2.39 kPa
finite-length deflection loss, small load: 0.297 %
finite-length loss, formula: 0.297 %
copper C11 (rough): 170 GPa
copper C12 (rough): 120 GPa
copper C44 (rough): 75 GPa
M of (100) film, strain along [100]: 85.3 GPa
M of (111) film: 175 GPa
copper thermal expansion (rough): 16.5 ppm/K
silicon thermal expansion (rough): 2.6 ppm/K
residual stress lost per kelvin of heating: 2.63 MPa/K
copper density (rough): 8.96 g/cm3
film weight per area: 0.088 Pa
```
